\section*{Deriving the cumulant Green's function, and what its approximations cost, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Definitions and conventions}

Hartree atomic units are used and the temperature is zero. The label $1=(\mathbf r_1,t_1)$ includes spin, $h$ is the one-body Hamiltonian, and $v(13)=\delta(t_1-t_3)/|\mathbf r_1-\mathbf r_3|$. Field operators are in the Heisenberg picture of
\begin{equation}
\hat H=\int\hat\psi^\dagger h\,\hat\psi+\tfrac12\iint\hat\psi^\dagger(\mathbf r)\hat\psi^\dagger(\mathbf r')\frac{1}{|\mathbf r-\mathbf r'|}\hat\psi(\mathbf r')\hat\psi(\mathbf r).
\end{equation}
A fictitious local potential $\varphi(3)$ couples to the density $\hat n=\hat\psi^\dagger\hat\psi$. With $\langle\cdots\rangle$ the ground-state average and $\mathcal T$ the time ordering,
\begin{equation}
G(12;[\varphi])=-i\,\frac{\langle\mathcal T\hat S\,\hat\psi(1)\hat\psi^\dagger(2)\rangle}{\langle\mathcal T\hat S\rangle},\qquad \hat S=\exp\Big[-i\int d3\,\varphi(3)\hat n(3)\Big].
\label{eq:defG}
\end{equation}
The symbol $\langle\mathcal T\cdots\rangle_\varphi$ denotes any such normalized average, $n(3;[\varphi])=\langle\mathcal T\hat n(3)\rangle_\varphi$, and $V_H(1;[\varphi])=\int d3\,v(13)\,n(3;[\varphi])$. The physical Green's function is $G$ at $\varphi=0$. The notation $1^+$ means $t_1+0^+$.

Orbitals $\psi_i$ are real eigenfunctions of the Hartree Hamiltonian $h_H=h+V_H[0]$ with eigenvalues $\varepsilon_i^H$. The hole branch is $t_1<t_2$, and $T=t_2-t_1$. At $\varphi=0$, exchanging the two fermion operators and inserting the time evolution gives
\begin{equation}
G_{ij}=i\langle 0|\hat c_j^\dagger\,e^{-i(\hat H-E_0)T}\hat c_i|0\rangle,\qquad G_{ii}=i\int d\omega\,A_i(\omega)\,e^{i\omega T},
\label{eq:hole}
\end{equation}
where $A_i$ has peaks at the removal energies $E_0-E_s^{N-1}$. A factor $e^{iET}$ in $G_{ii}$ therefore means a peak at $E$.

\section*{(a) The exact functional differential equation}

\emph{Show that}
\begin{equation}
\big[i\partial_{t_1}-h(1)-\varphi(1)-V_H(1;[\varphi])\big]G(12)=\delta(12)+i\int d3\,v(1^+3)\frac{\delta G(12)}{\delta\varphi(3)} .
\label{eq:kbe}
\end{equation}

\paragraph{Solution.} Three things in (\ref{eq:defG}) depend on $t_1$. The step functions of the time ordering, $-i[\theta(t_1-t_2)\hat\psi\hat\psi^\dagger-\theta(t_2-t_1)\hat\psi^\dagger\hat\psi]$, give under $i\partial_{t_1}$ the term $\delta(t_1-t_2)\{\hat\psi,\hat\psi^\dagger\}=\delta(12)$. The operator obeys $i\partial_{t_1}\hat\psi(1)=[\hat\psi,\hat H]=h\hat\psi(1)+\int d3\,v(13)\,\hat n(3)\hat\psi(1)$, with $\hat n$ to the left of $\hat\psi$. The factor $\hat S$ splits at $t_1$ into $\hat S(\infty,t_1)\hat\psi(1)\hat S(t_1,\cdot)$, and the two end points contribute $[\hat\psi(1),\int\varphi\hat n]=\varphi(1)\hat\psi(1)$. Together,
\begin{equation}
[i\partial_{t_1}-h-\varphi]G(12)=\delta(12)-i\int d3\,v(1^+3)\langle\mathcal T\hat n(3)\hat\psi(1)\hat\psi^\dagger(2)\rangle_\varphi .
\label{eq:eom}
\end{equation}
The time $t_3=t_1^+$ makes $\mathcal T$ keep $\hat n$ to the left of $\hat\psi(1)$.

Differentiating (\ref{eq:defG}) brings down $-i\hat n(3)$ once in the numerator and once in the denominator:
\begin{align}
\frac{\delta G(12)}{\delta\varphi(3)}&=(-i)(-i)\langle\mathcal T\hat n\hat\psi\hat\psi^\dagger\rangle_\varphi-(-i)(-i)\langle\mathcal T\hat\psi\hat\psi^\dagger\rangle_\varphi\,n(3)\nonumber\\
&=-\langle\mathcal T\hat n(3)\hat\psi(1)\hat\psi^\dagger(2)\rangle_\varphi+iG(12)\,n(3),
\end{align}
where $\langle\mathcal T\hat\psi\hat\psi^\dagger\rangle_\varphi=iG$ was used. Hence $-i\langle\mathcal T\hat n\hat\psi\hat\psi^\dagger\rangle_\varphi=G\,n(3)+i\,\delta G/\delta\varphi(3)$. In (\ref{eq:eom}) the first piece is $V_H(1;[\varphi])G(12)$, which moves to the left, and (\ref{eq:kbe}) follows. Since $n(3)=-iG(33^+)$, the Hartree term is quadratic in $G$. It is the only nonlinear term.

\section*{(b) Approximation (A): linear Hartree response}

\emph{Keep $V_H[\varphi]$ to first order in $\varphi$, rewrite (\ref{eq:kbe}) in terms of the screened interaction, and identify what is lost.}

\paragraph{Solution.} The density has the expansion
\begin{equation}
n(5;[\varphi])=n(5)+\int\chi(53)\varphi(3)+\tfrac12\iint\chi^{(2)}(536)\varphi(3)\varphi(6)+\dots
\end{equation}
Each derivative brings down $-i\hat n$ and subtracts the disconnected part, so with $\delta\hat n=\hat n-n$,
\begin{equation}
\chi(53)=-i\langle\mathcal T\delta\hat n(5)\delta\hat n(3)\rangle,\qquad \chi^{(2)}(536)=(-i)^2\langle\mathcal T\delta\hat n(5)\delta\hat n(3)\delta\hat n(6)\rangle .
\label{eq:chi}
\end{equation}
Both are symmetric in their arguments. Define the total perturbing potential $\bar\varphi=\varphi+V_H[\varphi]-V_H[0]$. Approximation (A) truncates it at first order:
\begin{equation}
\bar\varphi(4)\approx\int d3\,\epsilon^{-1}(43)\varphi(3),\qquad \epsilon^{-1}(43)=\delta(43)+\int d5\,v(45)\chi(53).
\end{equation}
Regard $G$ as a functional of $\bar\varphi$. The chain rule gives $\delta/\delta\varphi(3)=\int d4\,\epsilon^{-1}(43)\,\delta/\delta\bar\varphi(4)$, and the factor multiplying the new derivative is
\begin{equation}
W(14)=\int d3\,v(13)\epsilon^{-1}(43)=v(14)+W_p(14),\qquad W_p=v\chi v,
\end{equation}
which is symmetric because $\chi$ is. Equation (\ref{eq:kbe}) becomes linear in $G$:
\begin{equation}
[i\partial_{t_1}-h_H(1)-\bar\varphi(1)]G(12)=\delta(12)+i\int d4\,W(1^+4)\frac{\delta G(12)}{\delta\bar\varphi(4)} .
\label{eq:lin}
\end{equation}
From here on $W$ is an input: the exact ground-state $W$, or in practice a model of it.

The change of variable can be made without truncation. The result has the form (\ref{eq:lin}) with $W[\varphi]=v+v\chi[\varphi]v$, where $\chi[\varphi]=\delta n/\delta\varphi$ at finite $\varphi$. Approximation (A) is therefore the same as freezing $W$ at $\varphi=0$. This has a cost even though $\varphi\to0$ at the end. Equation (\ref{eq:lin}) at $\bar\varphi=0$ is indeed exact, but it needs $\delta G/\delta\bar\varphi$. That quantity is fixed by the derivative of the equation, whose exact version contains the additional term $i\int(\delta W/\delta\bar\varphi)(\delta G/\delta\bar\varphi)$, and $\delta W(14)/\delta\varphi(6)=\iint v(13)v(45)\chi^{(2)}(536)$ does not vanish at $\varphi=0$. Higher derivatives bring in $\chi^{(3)}$ and beyond. All of them are dropped.

\section*{(c) Assumption (C): which solution}

\emph{Show that (\ref{eq:lin}) has exactly one solution that is a formal power series in $W$, and write it in closed form.}

\paragraph{Solution.} Let $G_H[\bar\varphi]$ solve $[i\partial_{t_1}-h_H-\bar\varphi]G_H=\delta$ with time-ordered boundary conditions. Then (\ref{eq:lin}) reads $G=G_H+iG_HW\,\delta G/\delta\bar\varphi$. If $G=\sum_nG^{(n)}$ with $G^{(n)}$ of order $W^n$, then $G^{(0)}=G_H$ and $G^{(n+1)}=iG_HW\,\delta G^{(n)}/\delta\bar\varphi$, so each order is fixed by the previous one and the series is unique.

Other solutions exist. In the zero-dimensional analogue $(x-\bar\varphi)G=1+iW\,dG/d\bar\varphi$, the function $\exp[(x\bar\varphi-\bar\varphi^2/2)/(iW)]$ solves the homogeneous equation, as differentiation shows, and any multiple of it can be added. Except where its exponent vanishes, as at $\bar\varphi=0$, it has an essential singularity at $W=0$. Selecting the series solution is assumption (C). In this analogue the terms of the series are $(2n-1)!!\,(iW)^n/(x-\bar\varphi)^{2n+1}$, so it diverges and fixes $G$ only up to terms smaller than any power of $W$. For the decoupled equation of part (e) the series converges.

For the closed form define $\mathcal D=\frac i2\iint W(34)\,\delta^2/\delta\bar\varphi(3)\delta\bar\varphi(4)$. The product rule and the symmetry of $W$ give $[\mathcal D,\bar\varphi(1)]=i\int d4\,W(14)\,\delta/\delta\bar\varphi(4)$. This commutator commutes with $\mathcal D$, because $W$ does not depend on $\bar\varphi$; this is where (A) is used. Therefore $e^{\mathcal D}\bar\varphi(1)=\{\bar\varphi(1)+i\int W\,\delta/\delta\bar\varphi\}e^{\mathcal D}$. Applying $e^{\mathcal D}$ to the equation for $G_H$, with $e^{\mathcal D}\delta(12)=\delta(12)$, gives (\ref{eq:lin}) for
\begin{equation}
G[\bar\varphi]=e^{\mathcal D}G_H[\bar\varphi].
\label{eq:formal}
\end{equation}
On an exponential $e^{\int J\bar\varphi}$ the operator gives the factor $e^{(i/2)\iint JWJ}$, which is what a Gaussian average over a shift $\bar\varphi\to\bar\varphi+\xi$ with $\langle\xi(3)\xi(4)\rangle=iW(34)$ gives. Under (A) the particle moves in a Gaussian fluctuating potential: the rest of the system acts as a set of harmonic bosons. In diagrams, (\ref{eq:formal}) attaches $W$ lines to one fermion line in all ways, crossed lines included, with no closed fermion loop except those inside $W$.

One restriction applies. The proof treats $W$ as symmetric at equal times and ignores the prescription $1^+$. This is harmless for $W_p$, which is continuous in time. For the instantaneous $v$ the prescription decides the result and must be taken from (\ref{eq:lin}).

\section*{(d) Approximation (B): decoupling the orbitals}

\emph{Write (\ref{eq:lin}) in the basis $\psi_i$, assume that $G_{ij}[\bar\varphi]=\delta_{ij}G_{ii}$ with $G_{ii}$ depending only on $\bar\varphi_{ii}$, and list the discarded terms.}

\paragraph{Solution.} Put $G(12)=\sum_{kj}\psi_k(\mathbf r_1)G_{kj}(t_1t_2)\psi_j(\mathbf r_2)$ and $\bar\varphi_{mn}(t)=\int\psi_m\bar\varphi\,\psi_n$. The potential enters only through these matrix elements, so $\delta/\delta\bar\varphi(\mathbf r,t)=\sum_{mn}\psi_m(\mathbf r)\psi_n(\mathbf r)\,\delta/\delta\bar\varphi_{mn}(t)$. With $W_{ik,mn}(t)=\iint\psi_i\psi_k(\mathbf r)W(\mathbf r,\mathbf r',t)\psi_m\psi_n(\mathbf r')$, projection on $\psi_i(\mathbf r_1)\psi_j(\mathbf r_2)$ gives
\begin{multline}
(i\partial_{t_1}-\varepsilon_i^H)G_{ij}-\sum_k\bar\varphi_{ik}(t_1)G_{kj}\\=\delta_{ij}\delta(t_1-t_2)+i\sum_{k,mn}\int dt_4\,W_{ik,mn}(t_1^+-t_4)\frac{\delta G_{kj}}{\delta\bar\varphi_{mn}(t_4)} .
\label{eq:matrix}
\end{multline}
Under (B) with $j=i$, only $k=i$ and $m=n=i$ survive:
\begin{equation}
[i\partial_{t_1}-\varepsilon_i^H-\bar\varphi_{ii}(t_1)]G_{ii}=\delta(t_1-t_2)+i\int dt_4\,W_{ii,ii}(t_1^+-t_4)\frac{\delta G_{ii}}{\delta\bar\varphi_{ii}(t_4)} .
\label{eq:dec}
\end{equation}

The assumption must hold for every $\bar\varphi$, and this is much stronger than diagonality at $\bar\varphi=0$. At zeroth order $G_H$ is diagonal at $\bar\varphi=0$, yet $\delta G_H=G_H\,\delta\bar\varphi\,G_H$ gives $\delta G_{H,ki}/\delta\bar\varphi_{mn}(t_4)=\delta_{mk}\delta_{ni}\,G_{H,kk}(t_1t_4)G_{H,ii}(t_4t_2)$. The first-order right side of (\ref{eq:matrix}) for $j=i$ is thus $i\sum_k\int W_{ik,ki}G_{H,kk}G_{H,ii}$, and (B) keeps only $k=i$. The terms $k\ne i$ are the exchange with other occupied orbitals (from $v$) and the scattering of the hole into another occupied orbital on emitting an excitation (from $W_p$). For empty $k$, $G_{H,kk}(t_1t_4)$ is nonzero only for $t_4<t_1$, and $W_p$ gives a further term with this opposite time order. The equations with $i\neq j$ show the inconsistency directly: under (B) they demand $-\bar\varphi_{ij}G_{jj}=i\int W_{ij,jj}\,\delta G_{jj}/\delta\bar\varphi_{jj}$, which fails for a general $\bar\varphi$ unless the products $\psi_i\psi_j$ are negligible. Decoupling is exact when the occupation $\hat n_i$ is conserved, and it is good for a deep core level, whose overlap with the valence orbitals is small and whose distance from them in energy is large. A conserved occupation is 0 or 1, so $G_{ii}$ has one branch only. This belongs to (B).

\section*{(e) Solution of the decoupled equation}

\emph{Solve (\ref{eq:dec}) for an occupied orbital and treat the instantaneous part of $W$.}

\paragraph{Solution.} The indices $i$ are dropped. For $W=0$ the solution is $G_H=i\theta(t_2-t_1)\exp[i\varepsilon^HT+i\int_{t_1}^{t_2}\bar\varphi]$. Try
\begin{equation}
G=i\theta(t_2-t_1)\exp\Big[i\varepsilon^HT+i\int_{t_1}^{t_2}dt\,\bar\varphi(t)+C_{\rm tot}(t_1,t_2)\Big]
\end{equation}
with $C_{\rm tot}$ independent of $\bar\varphi$. The operator $i\partial_{t_1}$ acts on four factors. The step function gives $i\cdot i\cdot(-\delta(t_2-t_1))=\delta(t_1-t_2)$ times the exponential at $T=0$, which requires $C_{\rm tot}(t,t)=0$. The term $i\varepsilon^H(t_2-t_1)$ gives $i(-i\varepsilon^H)G=\varepsilon^HG$. The lower limit of the integral gives $i(-i\bar\varphi(t_1))G=\bar\varphi(t_1)G$. These cancel against the left side of (\ref{eq:dec}), and $i(\partial_{t_1}C_{\rm tot})G$ remains. The functional derivative is
\begin{equation}
\frac{\delta G(t_1t_2)}{\delta\bar\varphi(t_4)}=iG(t_1t_2)\ \text{ for } t_1<t_4<t_2,\qquad 0\ \text{ otherwise}.
\label{eq:window}
\end{equation}
It is proportional to $G(t_1t_2)$ itself, so $G$ cancels and the functional equation becomes an ordinary one:
\begin{equation}
i\partial_{t_1}C_{\rm tot}=i\cdot i\int_{t_1}^{t_2}dt_4\,W(t_1^+-t_4).
\label{eq:ode}
\end{equation}
The right side does not contain $\bar\varphi$, which confirms the ansatz. Dividing by $i$ gives $\partial_{t_1}C_{\rm tot}=i\int W$. Integrating from $t_1$ up to $t_2$, where $C_{\rm tot}=0$,
\begin{equation}
C_{\rm tot}=-i\int_{t_1}^{t_2}dt'\int_{t'}^{t_2}dt''\,W(t'^+-t'').
\label{eq:Ctot}
\end{equation}
This is the solution selected by (C): $e^{C_{\rm tot}}$ is a power series in $W$. For $W_p$, formula (\ref{eq:formal}) with $J=i$ on the window gives the exponent $\frac i2i^2\iint W_p$ over the square, which equals $-i\iint W_p$ over the triangle in (\ref{eq:Ctot}) because $W_p$ is even in time.

For the bare part $v_{ii,ii}\,\delta(t'^+-t'')$ the point $t''=t'+0^+$ lies inside the range $t'<t''<t_2$, so the delta function counts in full and contributes $-iv_{ii,ii}T$. Thus at $\bar\varphi=0$
\begin{equation}
G_{ii}=i\,e^{i\varepsilon T+C(T)},\qquad \varepsilon=\varepsilon_i^H-v_{ii,ii},
\label{eq:result}
\end{equation}
with $C$ given by (\ref{eq:Ctot}) for $W_p$. The eigenvalue $\varepsilon_i^H$ contains the repulsion $v_{ii,ii}$ of the electron in orbital $i$ with its own charge, and the bare term removes it. It is the diagonal part of the Fock exchange.

For an empty orbital, $G=-i\theta(t_1-t_2)\exp[-i\varepsilon^Ht-i\int_{t_2}^{t_1}\bar\varphi+C_{\rm tot}]$ with $t=t_1-t_2$. The derivative is $-iG$ on $t_2<t_4<t_1$, and the same steps give $\partial_{t_1}C_{\rm tot}=-i\int_{t_2}^{t_1}W(t_1^+-t_4)dt_4$. Now $t_1^+$ is outside the window and the bare term is zero, as it should be, since an empty orbital has no self-repulsion in $\varepsilon_i^H$. Ignoring the prescription and counting half the delta function would give the wrong shifts $-v/2$ for the hole and $+v/2$ for the electron.

\section*{(f) Spectral form}

\emph{Express $C(T)$ through the spectral function of $W_p$ and find $A(\omega)$ for a single mode.}

\paragraph{Solution.} Let $\hat V_i=\iint\psi_i^2(\mathbf r)\,\delta\hat n(\mathbf r')/|\mathbf r-\mathbf r'|$. From $W_p=v\chi v$ and (\ref{eq:chi}), $W_{p}(t)=-i\langle\mathcal T\hat V_i(t)\hat V_i(0)\rangle$. Inserting the neutral excited states $s$ with energies $\omega_s>0$,
\begin{equation}
W_p(t)=-i\int_0^\infty d\omega\,B(\omega)e^{-i\omega|t|},\qquad B(\omega)=\sum_s|\langle s|\hat V_i|0\rangle|^2\delta(\omega-\omega_s)\ge0 .
\end{equation}
Its transform follows from $-i\int_0^\infty e^{i(x+i\eta)t}dt=1/(x+i\eta)$, applied to $t>0$ with $x=\omega-\omega'$ and to $t<0$ with $x=-\omega-\omega'$:
\begin{equation}
W_p(\omega)=\int d\omega'B(\omega')\Big[\frac{1}{\omega-\omega'+i\eta}-\frac{1}{\omega+\omega'-i\eta}\Big].
\label{eq:Ww}
\end{equation}
In (\ref{eq:Ctot}) the integrand depends on $s=t''-t'$ alone, and a given $s$ is reached for $t'$ in an interval of length $T-s$. Therefore $C=-i(-i)\int B\int_0^T(T-s)e^{-i\omega s}ds$. Integration by parts gives
\begin{equation}
\int_0^T(T-s)e^{-i\omega s}ds=\frac{T}{i\omega}+\frac{1}{-i\omega}\int_0^Te^{-i\omega s}ds=-\frac{iT}{\omega}+\frac{1-e^{-i\omega T}}{\omega^2},
\label{eq:kernel}
\end{equation}
and with $-i(-i)=-1$,
\begin{equation}
C(T)=\int_0^\infty d\omega\,B(\omega)\frac{e^{-i\omega T}+i\omega T-1}{\omega^2}.
\label{eq:C}
\end{equation}
The three terms have separate roles. The constant gives the weight $Z=e^{-a}$ of the main peak, $a=\int B/\omega^2$. The linear term moves it to $\varepsilon+\Delta$, $\Delta=\int B/\omega>0$: screening of the hole lowers the final-state energy and reduces the binding energy. The oscillating term makes satellites. For $B=g^2\delta(\omega-\omega_0)$, with $a=g^2/\omega_0^2$ and $\Delta=a\omega_0$, expanding $\exp(ae^{-i\omega_0T})$ and comparing with (\ref{eq:hole}) gives
\begin{equation}
A(\omega)=\sum_{n=0}^\infty\frac{e^{-a}a^n}{n!}\,\delta(\omega-\varepsilon-\Delta+n\omega_0).
\label{eq:poisson}
\end{equation}
The satellites lie at multiples of $\omega_0$ below the shifted peak. For the empty orbital the same $C(t)$ multiplies $-ie^{-i\varepsilon^Ht}$, so the peak is at $\varepsilon^H-\Delta$ and the satellites lie above it.

At short times $C=-\frac12T^2\int B+O(T^3)$. Expanding (\ref{eq:hole}) in $T$ then shows that $A$ is normalized, has mean $\varepsilon$ and variance $\int B$. A sudden removal measures on average the unrelaxed level.

In a metal the electron-hole pairs give $B\approx\alpha\omega$ at small $\omega$, up to some scale $\omega_c$. Then $a$ diverges logarithmically and ${\rm Re}\,C=-\alpha\int_0^{\omega_c}(1-\cos\omega T)\,d\omega/\omega\approx-\alpha[\ln(\omega_cT)+0.577]$ at long times (the constant is Euler's); the logarithm arises since the numerator cuts off the integrand below $1/T$. The main peak loses all its weight and becomes a power-law edge. Formula (\ref{eq:C}) stays finite, but the split into $Z$ and satellites no longer holds. The exponent $\alpha$ is only the second-order value. For independent electrons in a flat, half-filled band with density of states $\rho$ and a contact potential $V$, $\alpha=(\rho V)^2$ per spin, whereas the exact exponent is $(\delta_F/\pi)^2$ with the phase shift $\tan\delta_F=\pi\rho V$. At $\rho|V|=0.3$ these are $0.090$ and $0.058$. The difference lies in the higher cumulants dropped by (A).

For an occupied orbital, approximations (A) and (B) and assumption (C) have led to the cumulant form (\ref{eq:result}), with $C(T)$ given by (\ref{eq:C}). What remains is a worked example, the comparison with $GW$, and the cost of (A) and of (B), including the cumulant built from the $GW$ self-energy.

Numerical values quoted here were computed with a short program.
